# The smallest interface-state density a conductance measurement can detect

## Problem

A metal gate, 10 nm of silica and p-type silicon form a capacitor at 300 K. It is biased in depletion, at the point where the depletion capacitance $C_D$ equals the oxide capacitance $C_{ox}$ (both per unit area). A bridge measures the admittance $G_m+j\omega C_m$ and resolves a loss tangent $G_m/(\omega C_m)$ of $\eta=10^{-4}$.

1. What is the smallest density $D$ of interface states, per area and energy, that it can detect at the best frequency?
2. Which doping and frequency does this measurement need, if the band bending is 0.25 V?
3. How does the answer change with $C_D$ and oxide thickness, and which other losses could be mistaken for traps?

Take $D$ and the capture coefficient as uniform over several $kT$ around the Fermi level. Let the traps exchange charge with holes alone, and let the surface potential be the same everywhere. The ac signal is small, and other losses are absent until part 3.

The algebra uses atomic units, with $e=1$ and $4\pi\varepsilon_0=1$. A potential and the corresponding energy then have the same number, and $D$ is itself a capacitance per area. Time dependence is $e^{j\omega t}$. Dividing an admittance $G+j\omega C$ by $j\omega$ gives the complex capacitance $C-jG/\omega$, whose negative imaginary part measures loss.

## Solution

### Response of one trap level

Let $f$ be the probability that a trap holds a hole, $p$ the hole density at the surface, $c$ the capture coefficient and $r$ the emission rate. Then

$$\frac{df}{dt}=c\,p\,(1-f)-r f .$$

In equilibrium, marked by 0, capture and emission balance, so $r=c p_0(1-f_0)/f_0$. This rate depends on the distance of the level from the valence band edge at the surface. Both move together when the surface potential $\psi$ changes, so $r$ stays constant during the ac cycle.

Write $f=f_0+\delta f$ and $p=p_0+\delta p$, and keep first-order terms:

$$j\omega\,\delta f=c(1-f_0)\,\delta p-(c p_0+r)\,\delta f .$$

The bracket is $cp_0[1+(1-f_0)/f_0]=cp_0/f_0$. Define the capture time $\tau=1/(cp_0)$. Collecting $\delta f$ and multiplying by $f_0\tau$ gives

$$\delta f\,(1+j\omega\tau f_0)=f_0(1-f_0)\frac{\delta p}{p_0}.$$

Take $\psi$ positive when the bands bend down towards the surface, which repels holes. Then $p\propto e^{-\psi/kT}$ and $\delta p/p_0=-\delta\psi/kT$, so

$$\delta f=-\frac{f_0(1-f_0)}{1+j\omega\tau f_0}\,\frac{\delta\psi}{kT}.$$

### Response of a continuum of levels

The gate carries the charge opposite to that on the silicon side. The trap capacitance is therefore $-\int D\,(\delta f/\delta\psi)\,dE$. The equilibrium hole occupation is $f_0=1/[1+e^{(E_F-E)/kT}]$, whose derivative is $df_0/dE=f_0(1-f_0)/kT$. Replacing $dE$ by $kT\,df_0/[f_0(1-f_0)]$ cancels both $kT$ and the occupation factors. With $x=\omega\tau$,

$$C_{t}=D\int_0^1\frac{df_0}{1+jxf_0}=D\,\frac{\ln(1+jx)}{jx}.$$

Since $\ln(1+jx)=\tfrac12\ln(1+x^2)+j\arctan x$, division by $jx$ gives

$$C_t=D\,\frac{\arctan x}{x}-jD\,g(x),\qquad g(x)=\frac{\ln(1+x^2)}{2x}.$$

The loss part is $G_p/\omega=D\,g(x)$. At low frequency the traps follow in phase, and $g\approx x/2$. At high frequency few of them respond, and $g\approx(\ln x)/x$. In between lies a maximum, where

$$\frac{dg}{dx}=\frac{1}{1+x^2}-\frac{\ln(1+x^2)}{2x^2}=0,
\qquad\text{or}\qquad \frac{2x^2}{1+x^2}=\ln(1+x^2).$$

The difference of the two sides, as a function of $s=x^2$, has slope $(1-s)/(1+s)^2$. It rises from zero until $s=1$ and then falls without limit, so there is one positive root. Numerically it is $x=1.980$, and $g_{max}=0.4024$.

### What the bridge sees

The traps are in parallel with $C_D$, and the oxide is in series with both. Let $C_p=C_D+D\arctan(x)/x$ and $\gamma=Dg$. The terminal capacitance is

$$C^*=\frac{C_{ox}(C_p-j\gamma)}{C_{ox}+C_p-j\gamma}.$$

Multiply numerator and denominator by $C_{ox}+C_p+j\gamma$. The denominator becomes real, and the product in the numerator is

$$(C_p-j\gamma)(C_{ox}+C_p+j\gamma)=C_p(C_{ox}+C_p)+\gamma^2-j\gamma C_{ox}.$$

The measured loss tangent is the ratio of the two parts:

$$\frac{G_m}{\omega C_m}=\frac{\gamma C_{ox}}{C_p(C_{ox}+C_p)+\gamma^2}.$$

Near the detection limit $D\ll C_D$. To leading order $C_p$ becomes $C_D$, and $\gamma^2$ drops out. Setting the loss at its maximum over frequency equal to $\eta$ gives

$$D_{min}=\frac{\eta}{g_{max}}\,\frac{C_D(C_{ox}+C_D)}{C_{ox}}
=\frac{\eta C_D}{g_{max}}\left(1+\frac{C_D}{C_{ox}}\right).$$

For $C_D=C_{ox}=\kappa/(4\pi t)$, with oxide permittivity $\kappa$ and thickness $t$,

$$D_{min}=\frac{2\eta C_{ox}}{g_{max}}=\frac{\eta\kappa}{2\pi g_{max}t}.$$

### Part 1: the number

With $\kappa=3.9$ and $t=10$ nm, $C_{ox}=0.345$ µF/cm². Dividing by the elementary charge turns this into $2.155\times10^{12}$ cm⁻² eV⁻¹, so

$$D_{min}=\frac{2\times10^{-4}\times2.155\times10^{12}}{0.4024}
=1.07\times10^{9}\ \text{cm}^{-2}\,\text{eV}^{-1}.$$

In atomic units this is $8.16\times10^{-7}$. The ratio $D_{min}/C_{ox}$ is $5\times10^{-4}$, which sets the relative size of the neglected terms. A numerical root search that keeps them raises the limit by about 0.04 percent.

The result assumes that $\eta$ refers to the measured capacitance $C_m$. If the bridge instead resolves $G_m/(\omega C_{ox})=10^{-4}$, the limit doubles to $2.1\times10^9$ cm⁻² eV⁻¹, because $C_m$ is half of $C_{ox}$ here.

### Part 2: doping and frequency

Let $N$ be the acceptor density, taken as fully ionized, and $\varepsilon_s=\kappa_s/(4\pi)$ the silicon permittivity. Electrons are negligible in depletion. For the local potential $\phi(z)$, Poisson's equation reads

$$\phi''=\frac{N}{\varepsilon_s}\left(1-e^{-\phi/kT}\right).$$

Multiply by $\phi'$ and integrate from the neutral bulk, where $\phi=\phi'=0$, to the surface, where $\phi=\psi$:

$$\tfrac12\phi'^2=\frac{N}{\varepsilon_s}\left[\psi-kT\left(1-e^{-\psi/kT}\right)\right].$$

For $\psi\gg kT$ the exponential can be dropped. The charge per area has magnitude $Q=\varepsilon_s|\phi'|=\sqrt{2\varepsilon_sN(\psi-kT)}$, and its derivative is

$$C_D=\frac{dQ}{d\psi}=\frac{\varepsilon_sN}{Q}=\frac{\varepsilon_s}{W},
\qquad W=\sqrt{\frac{2\varepsilon_s(\psi-kT)}{N}} .$$

Equality of $C_D$ and $C_{ox}$ requires $W=(\kappa_s/\kappa)t$. With $\kappa_s=11.7$ this is 30 nm. For $\psi=0.25$ V and $kT=0.0259$ eV, solving for $N$ with $e$ restored gives

$$N=\frac{2\varepsilon_s(\psi-kT/e)}{eW^2}=3.2\times10^{17}\ \text{cm}^{-3}.$$

The surface hole density is $p_0=Ne^{-\psi/kT}=2.0\times10^{13}$ cm⁻³. Take a capture cross section of $10^{-16}$ cm² and a thermal velocity of $10^7$ cm/s, both rough. Their product is $c$, so $\tau=1/(cp_0)=49$ µs. The peak lies at

$$\frac{\omega}{2\pi}=\frac{1.980}{2\pi\times49\ \mu\text{s}}=6.4\ \text{kHz}.$$

For a gate area of $10^{-3}$ cm² the conductance to be resolved is $\eta\omega C_m$ times the area, or 0.7 nS. About $D_{min}kT$ traps per area take part, which is $2.8\times10^4$ traps under this gate.

Temperature has cancelled from the peak height but remains in $\tau$. At 400 K, with $N$, $\psi$, cross section and velocity held fixed, the peak moves to 72 kHz. The height of the measured loss changes only through the small $kT$ term in $C_D$.

### Part 3: other devices

The general formula has two limits. For $C_D\ll C_{ox}$ it becomes $\eta C_D/g_{max}$: the oxide passes nearly the whole signal, and the trap loss competes with the depletion capacitance alone. For $C_D\gg C_{ox}$ it becomes $\eta C_D^2/(g_{max}C_{ox})$, and sensitivity is lost quickly towards accumulation.

The table keeps $\eta=10^{-4}$ throughout. The light doping is $10^{16}$ cm⁻³ at the same band bending. The last two rows include a nonuniform surface potential, treated below.

| Case | $C_D/C_{ox}$ | $D_{min}$ (10⁹ cm⁻² eV⁻¹) |
|---|---:|---:|
| 10 nm, uniform | 1 | 1.07 |
| 5 nm, uniform | 1 | 2.14 |
| 10 nm, light doping | 0.176 | 0.111 |
| 10 nm, spread $1\,kT$ | 1 | 1.32 |
| 10 nm, spread $2\,kT$ | 1 | 1.82 |

The 5 nm row doubles because $C_D$ was raised together with $C_{ox}$. If the doping and band bending are kept and the oxide alone is thinned to 5 nm, $C_D/C_{ox}$ falls to one half. The factor $1+C_D/C_{ox}$ then drops from 2 to 1.5, and the limit improves to $0.80\times10^9$ cm⁻² eV⁻¹. A thinner oxide is therefore a disadvantage or an advantage according to what is held fixed.

Light doping lowers the limit almost tenfold, so $10^9$ is not a general floor of the method. The gain has a price. At fixed $\psi$, $p_0$ is proportional to $N$, and the peak moves down to about 0.2 kHz. The bridge must still resolve $10^{-4}$ there.

**Nonuniform surface potential.** Charges in and near the oxide make $\psi$ vary from place to place. Suppose it has a Gaussian distribution of standard deviation $s\,kT$. Since $\tau\propto e^{\psi/kT}$, each patch contributes the same curve $g$, shifted along $\ln\omega$. Average these contributions before adding the oxide in series, and neglect the variation of $C_D$. Shifting a curve preserves its area,

$$\int_0^\infty g\,\frac{dx}{x}
=\left[-\frac{\ln(1+x^2)}{2x}\right]_0^\infty+\int_0^\infty\frac{dx}{1+x^2}
=\frac{\pi}{2},$$

so the average is broader and lower. Numerical integration gives peak heights of 0.326 for $s=1$ and 0.237 for $s=2$. Replacing $g_{max}$ by these values gives the last two rows. Letting $C_D$ vary with $\psi$ as well would raise these limits by less than 1 percent for $s=1$ and by roughly 0.7 to 3.4 percent for $s=2$, depending on how the patches are connected.

**Series resistance.** Let $C_s=C_{ox}C_D/(C_{ox}+C_D)$ be the trap-free series capacitance, here 0.173 µF/cm². A resistance $R$ (times area) in series changes it to $C_s/(1+j\omega RC_s)$, whose loss tangent is $\omega RC_s$. At 6.4 kHz, $R=0.014$ Ω cm² imitates traps at the detection limit. A uniform wafer 500 µm thick, with a rough hole mobility of 250 cm²/Vs, contributes 0.0039 Ω cm² if the current flows straight through it. The loss tangent is then $2.7\times10^{-5}$, or 27 percent of the threshold. Under the small gate of part 2 the current spreads sideways in the wafer. With a contact covering the whole back, this lowers the contribution to about 0.0010 Ω cm², or 7 percent of the threshold. Both values take the hole density as $N$. With the lower density $0.83N$ found below and the same mobility, they become 0.0047 and 0.0012 Ω cm². Contact resistance comes on top.

**Oxide loss.** Give the oxide a small loss tangent $\theta$, so that its capacitance is $C_{ox}(1-j\theta)$. To first order,

$$\frac1{C^*}=\frac{1+j\theta}{C_{ox}}+\frac1{C_D}
=\frac1{C_s}\left(1+j\theta\frac{C_s}{C_{ox}}\right).$$

The terminal loss is $\theta C_s/C_{ox}=\theta/2$ here, so $\theta=2\times10^{-4}$ imitates the threshold. In strong accumulation $C_D$ is very large and the terminal loss tends to $\theta+\omega RC_{ox}$ for small losses. This loss, measured at the same frequency and multiplied by $C_s/C_{ox}$, gives the correction to subtract in depletion, provided $R$ and $\theta$ do not change with bias. In accumulation $C_D$ is large but finite. A classical estimate gives 12 to 59 times $C_{ox}$ at oxide fields of 0.5 to 3 MV/cm. The measured loss is then low by the factor $C_D/(C_{ox}+C_D)$, and the correction falls short by 8 to 2 percent unless this factor is divided out. The remaining error must be well below $\eta$.

**Smaller effects.** A gate amplitude of 20 mV puts 10 mV across the silicon. Solving the nonlinear rate equation over one period shows that this lowers the peak by 1.3 percent relative to the small-signal value. The oxide field due to the depletion charge, $eNW/\varepsilon_{ox}$, is 0.45 MV/cm, far below a rough breakdown field of 10 MV/cm. Using a rough intrinsic density of $10^{10}$ cm⁻³, the surface has $2\times10^{-7}$ electrons per hole. Neglecting electron capture is then sound for this doping at 300 K unless its coefficient is larger by many orders of magnitude. The margin is smaller elsewhere. The ratio is about $2\times10^{-4}$ for the light doping and about $6\times10^{-4}$ for the doping of part 2 at 400 K. For light doping at 400 K it approaches one, and exchange with holes alone no longer describes the traps.

Incomplete ionization matters more for the frequency. With a rough acceptor energy of 0.045 eV and valence-band density of states $N_v=3\times10^{19}$ cm⁻³, the bulk hole density $p_b$ follows from $p_b^2/(N-p_b)=(N_v/4)e^{-0.045\,\text{eV}/kT}$. It is $0.83N$. At fixed $\psi$ this lowers $p_0$ and the peak frequency by 17 percent. Its effect on $C_D$, which arises at the edge of the depletion layer, is only about 0.1 percent.

### Beside a real interface

A good thermal oxide on silicon, annealed in hydrogen, has roughly $10^{10}$ interface states per cm² and eV near midgap. The calculated limit is about a tenth of that. With the doping and band bending of part 2, however, the measurement probes levels about 0.37 eV above the valence band, some 0.19 eV below midgap. If the density there is also $10^{10}$ cm⁻² eV⁻¹, the peak loss tangent is about $9\times10^{-4}$ for a uniform surface potential, and between $5.5\times10^{-4}$ and $7.6\times10^{-4}$ for a spread of two to one $kT$. A higher density at the probed levels would raise it nearly in proportion up to about $10^{11}$ cm⁻² eV⁻¹, where it lies 3 percent below the proportional value for a uniform surface potential. At $10^{12}$ the trap capacitance is comparable with $C_D$ and the shortfall is about 28 percent. The doping of $3\times10^{17}$ cm⁻³ resembles that of a transistor channel and is high for a simple test capacitor. The surface potential of a real oxide is not uniform, as was assumed for this limit. A spread of one to two $kT$, a rough range for good oxides, moves the limit from $1.1\times10^9$ to between 1.3 and $1.8\times10^9$ cm⁻² eV⁻¹. The estimate of about $10^9$ survives as an order of magnitude at $C_D=C_{ox}$, provided the series and oxide losses have been removed.
